# Radial, gradient and angular momentum fields expanded in vector spherical harmonics, part 1

(Sections cited here and not found follow in the second part.)

An electron in the state $\psi = R(r)Y_{JM}(\theta,\varphi)$ has sharp $L^2$ and $L_z$. Its momentum field $-i\hbar\nabla\psi$ is a vector field, and the scalar bookkeeping breaks down on it. In polar components the gradient contains $\partial_\theta Y_{JM}$ and $Y_{JM}/\sin\theta$, which are not spherical harmonics, multiplied by unit vectors that have no limit on the $z$ axis, so orthonormality of the $Y_{LM}$ cannot be used on them. In Cartesian components the $x$ and $y$ parts mix $M+1$ with $M-1$. The Cartesian components also change $L$: for a d state they are built from $L=1$ and $L=3$ harmonics and contain no $L=2$, as derived below.

The trouble shows already in the field $\mathbf r = x\hat{\mathbf x}+y\hat{\mathbf y}+z\hat{\mathbf z}$, which looks the same after any rotation and should carry no angular momentum. With $L_z=-i\hbar(x\partial_y-y\partial_x)$ acting on each component, $L_zx=i\hbar y$, $L_zy=-i\hbar x$, $L_z z=0$, so

$$L_z\mathbf r=i\hbar\,(y\hat{\mathbf x}-x\hat{\mathbf y})=-i\hbar\,\hat{\mathbf z}\times\mathbf r\neq0 .$$

The operator $\mathbf L$ moves the point at which the field is evaluated but does not turn the arrow.

## 1. Facts about scalar harmonics

Throughout, $\mathbf n=\mathbf r/r$, $\mathbf L=-i\hbar\,\mathbf r\times\nabla$, $L_\pm=L_x\pm iL_y$, $u=x+iy$, repeated Cartesian indices are summed, and all angular momenta are integers. The Condon–Shortley phases are fixed by

$$r^LY_{LL}=(-1)^Lc_L\,u^L,\quad c_L>0,\qquad L_\pm Y_{Lm}=\hbar\sqrt{(L\mp m)(L\pm m+1)}\;Y_{L,m\pm1}.$$

Since $L_-$ maps a homogeneous polynomial to one of the same degree, every $r^LY_{Lm}$ is a homogeneous polynomial of degree $L$, and therefore $Y_{Lm}(-\mathbf n)=(-1)^LY_{Lm}(\mathbf n)$.

*Ratio of the constants.* Normalization reads $2\pi c_L^2I_L=1$ with $I_L=\int_{-1}^1(1-t^2)^Ldt$, $t=\cos\theta$. Integration by parts, with vanishing boundary term, gives $I_{L+1}=2(L+1)\int t^2(1-t^2)^Ldt=2(L+1)(I_L-I_{L+1})$, so $I_{L+1}=\frac{2L+2}{2L+3}I_L$ and

$$\frac{c_{L+1}^2}{c_L^2}=\frac{2L+3}{2L+2},\qquad c_0^2=\frac1{4\pi},\quad c_1^2=\frac3{8\pi}.\tag{1}$$

*One step down from the top.* On a function $g(u)$ one has $\partial_xg=g'$, $\partial_yg=ig'$, $\partial_zg=0$. Then $L_xg=-i\hbar(y\partial_z-z\partial_y)g=-\hbar zg'$ and $L_yg=-i\hbar(z\partial_x-x\partial_z)g=-i\hbar zg'$, so $L_-g=-2\hbar zg'$. Applied to $r^{J+1}Y_{J+1,J+1}$, whose ladder factor is $\hbar\sqrt{2J+2}$, this gives $r^{J+1}Y_{J+1,J}=(-1)^Jc_{J+1}\sqrt{2J+2}\;z\,u^J$. By (1), $c_{J+1}\sqrt{2J+2}=c_J\sqrt{2J+3}$, hence

$$\cos\theta\;Y_{JJ}=\frac{Y_{J+1,J}}{\sqrt{2J+3}}.\tag{2}$$

*Harmonic functions.* Let $D=\mathbf r\cdot\nabla=r\partial_r$. Contracting the two Levi-Civita symbols gives $(\mathbf r\times\nabla)^2=x_j\partial_kx_j\partial_k-x_j\partial_kx_k\partial_j$. The first term is $D+r^2\nabla^2$, because $\partial_kx_j=\delta_{jk}+x_j\partial_k$. The second is $3D+x_jx_k\partial_k\partial_j=3D+D^2-D$. Therefore

$$L^2=-\hbar^2\left[r^2\nabla^2-D(D+1)\right].\tag{3}$$

A function homogeneous of degree $k$ has $D=k$. It is harmonic for $r\ne0$ exactly when $L^2=\hbar^2k(k+1)$ on it. The value $L(L+1)$ is reached by $k=L$ and by $k=-L-1$.

## 2. The spin of the vector index

Define three matrices acting on the components by $(S_k)_{ij}=-i\hbar\,\epsilon_{kij}$. Because $(\hat{\mathbf e}_k\times\mathbf v)_i=\epsilon_{ikj}v_j=-\epsilon_{kij}v_j$,

$$S_k\mathbf v=i\hbar\,\hat{\mathbf e}_k\times\mathbf v .$$

They obey the angular momentum algebra: the rule $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$ gives $[S_x,S_y]\mathbf v=-\hbar^2(\hat{\mathbf y}v_x-\hat{\mathbf x}v_y)=-\hbar^2\hat{\mathbf z}\times\mathbf v=i\hbar S_z\mathbf v$, and cyclically. The same rule gives $S^2\mathbf v=-\hbar^2\sum_k(\hat{\mathbf e}_kv_k-\mathbf v)=2\hbar^2\mathbf v$, which is spin 1. The spherical unit vectors are

$$\mathbf e_{+1}=-\frac{\hat{\mathbf x}+i\hat{\mathbf y}}{\sqrt2},\qquad\mathbf e_0=\hat{\mathbf z},\qquad\mathbf e_{-1}=\frac{\hat{\mathbf x}-i\hat{\mathbf y}}{\sqrt2}.$$

From $\hat{\mathbf z}\times(\hat{\mathbf x}\pm i\hat{\mathbf y})=\hat{\mathbf y}\mp i\hat{\mathbf x}=\mp i(\hat{\mathbf x}\pm i\hat{\mathbf y})$ follows $S_z\mathbf e_q=q\hbar\,\mathbf e_q$. For the ladder, $S_+\mathbf e_0=i\hbar(\hat{\mathbf x}+i\hat{\mathbf y})\times\hat{\mathbf z}=i\hbar(-\hat{\mathbf y}+i\hat{\mathbf x})=\sqrt2\hbar\,\mathbf e_{+1}$, and $S_+\mathbf e_{-1}=\frac{i\hbar}{\sqrt2}(-i\hat{\mathbf z}-i\hat{\mathbf z})=\sqrt2\hbar\,\mathbf e_0$. The minus sign in $\mathbf e_{+1}$ is what makes both ladder factors positive. The vectors satisfy $\mathbf e_q^*\cdot\mathbf e_{q'}=\delta_{qq'}$ and $\mathbf e_q^*=(-1)^q\mathbf e_{-q}$, and any vector expands as $\mathbf v=\sum_q(\mathbf v\cdot\mathbf e_q)\,\mathbf e_q^*$.

Set $\mathbf J=\mathbf L+\mathbf S$, with $\mathbf L$ acting on each Cartesian component as on a scalar function. The two parts commute, so $\mathbf J$ is an angular momentum.

*Test on the invariant field.* $S_z\mathbf r=+i\hbar\,\hat{\mathbf z}\times\mathbf r$ cancels $L_z\mathbf r$, so $J_z\mathbf r=0$, and likewise for $x$ and $y$.

## 3. Definition, and the coefficients at $M=J$

With the orbital part coupled first,

$$\mathbf Y_{JLM}(\mathbf n)=\sum_{q=-1}^{1}\langle L,M-q;1,q|JM\rangle\;Y_{L,M-q}(\mathbf n)\,\mathbf e_q,\qquad|J-1|\le L\le J+1 .$$

The Clebsch–Gordan coefficients are fixed by three rules. The field with $M=J$ is normalized and annihilated by $J_+$; its coefficient with the largest orbital projection $m=L$ is positive; lower $M$ follow from $J_-\mathbf Y_{JLM}=\hbar\sqrt{(J+M)(J-M+1)}\,\mathbf Y_{JL,M-1}$. Write $\mathbf Y_{JLJ}=\sum_qa_qY_{L,J-q}\mathbf e_q$ and impose $(L_++S_+)\mathbf Y_{JLJ}=0$.

For $L=J-1$ only $q=1$ is possible, so $a_1=1$.

For $L=J$ the terms are $q=0$ ($m=J$) and $q=1$ ($m=J-1$). The coefficient of $Y_{JJ}\mathbf e_{+1}$ is $\sqrt2a_0+\sqrt{2J}a_1=0$. Normalization gives $a_0^2(1+1/J)=1$, so

$$a_0=\sqrt{\frac J{J+1}},\qquad a_1=-\frac1{\sqrt{J+1}}\qquad(L=J).\tag{4}$$

For $L=J+1$ all three terms appear and $a_{-1}>0$. The coefficient of $Y_{J+1,J+1}\mathbf e_0$ gives $\sqrt2a_{-1}+\sqrt{2J+2}\,a_0=0$, and that of $Y_{J+1,J}\mathbf e_{+1}$ gives $\sqrt2a_0+\sqrt{2(2J+1)}\,a_1=0$. Thus $a_{-1}=-\sqrt{J+1}\,a_0$, $a_1=-a_0/\sqrt{2J+1}$, and $a_0<0$. Normalization needs $J+2+\frac1{2J+1}=\frac{2J^2+5J+3}{2J+1}=\frac{(J+1)(2J+3)}{2J+1}$, so

$$a_0=-\sqrt{\frac{2J+1}{(J+1)(2J+3)}}\qquad(L=J+1).\tag{5}$$

The $\mathbf Y_{JLM}$ are eigenfields of $J^2$, $J_z$ and $L^2$, the last because every component is built from harmonics of one $L$. These operators are Hermitian for the product $\langle\mathbf A,\mathbf B\rangle=\int\mathbf A^*\cdot\mathbf B\,d\Omega$, so fields with different labels are orthogonal, and the ladder factor preserves the unit norm. For fixed $L\ge1$ the values $J=L-1,L,L+1$ supply $(2L-1)+(2L+1)+(2L+3)=3(2L+1)$ orthonormal fields, as many as there are products $Y_{Lm}\mathbf e_q$; for $L=0$ the single value $J=1$ supplies three. The set is therefore complete for square-integrable vector fields on the sphere. The components of $\mathbf Y_{JLM}$ have parity $(-1)^L$.

The order of coupling matters. With the spin first, the field with $M=J$ solves the same equations, but the sign rule now makes $a_1$ positive. Above, $a_1$ is positive for $L=J\pm1$ and negative for $L=J$. The spin-first fields are therefore $(-1)^{L+1-J}\mathbf Y_{JLM}$, and only $L=J$ changes sign.

## 4. Simplest case: $J=0$

The $L=1$ harmonics are needed. The convention gives $Y_{11}=-\sqrt{3/8\pi}\,(n_x+in_y)$, equation (2) gives $Y_{10}=\sqrt{3/4\pi}\,n_z$, and $L_-z=-i\hbar y+\hbar x$ divided by the ladder factor $\sqrt2\hbar$ gives $Y_{1,-1}=\sqrt{3/8\pi}\,(n_x-in_y)$. All three are

$$Y_{1q}=\sqrt{3/4\pi}\;\mathbf n\cdot\mathbf e_q .$$

For $J=0$ only $L=1$ is allowed, and (5) gives $a_0=-1/\sqrt3$, $a_{\pm1}=1/\sqrt3$:

$$\mathbf Y_{010}=\frac1{\sqrt{4\pi}}\left[(\mathbf n\cdot\mathbf e_{+1})\mathbf e_{-1}-(\mathbf n\cdot\mathbf e_0)\mathbf e_0+(\mathbf n\cdot\mathbf e_{-1})\mathbf e_{+1}\right].$$

The expansion $\mathbf n=\sum_q(\mathbf n\cdot\mathbf e_q)(-1)^q\mathbf e_{-q}$ is this bracket with every sign reversed, so $\mathbf nY_{00}=-\mathbf Y_{010}$. The gradient and $\mathbf L$ annihilate the constant $Y_{00}$. There is one invariant field on the sphere, and it is radial.

## 5. Next case: $J=1$, $M=1$

Let $\kappa=\sqrt{3/4\pi}$, so $Y_{11}=\kappa\,\mathbf r\cdot\mathbf e_{+1}/r$. With $\nabla(1/r)=-\mathbf n/r^2$,

$$\mathbf nY_{11}=\kappa\,\mathbf n(\mathbf n\cdot\mathbf e_{+1}),\qquad r\nabla Y_{11}=\kappa\left[\mathbf e_{+1}-\mathbf n(\mathbf n\cdot\mathbf e_{+1})\right].$$

The sum is the constant $\kappa\mathbf e_{+1}=\sqrt3\,Y_{00}\mathbf e_{+1}=\sqrt3\,\mathbf Y_{101}$, which is pure $L=0$. It is the gradient of $rY_{11}$, a uniform field. The combination $-2\mathbf nY_{11}+r\nabla Y_{11}=\kappa[\mathbf e_{+1}-3\mathbf n(\mathbf n\cdot\mathbf e_{+1})]$ is $r^3\nabla(r^{-2}Y_{11})$, the angular pattern of a dipole field. Its components involve $\delta_{ij}-3n_in_j$, and $\nabla^2(r^2\delta_{ij}-3x_ix_j)=6\delta_{ij}-6\delta_{ij}=0$, so by (3) they are pure $L=2$. Neither $\mathbf nY_{11}$ nor $r\nabla Y_{11}$ has a single $L$, but two combinations of them do.

For the third field, $\mathbf LY_{11}=-i\hbar\,\mathbf n\times r\nabla Y_{11}=-i\hbar\kappa\,\mathbf n\times\mathbf e_{+1}$. From (4),

$$\mathbf Y_{111}=\frac{Y_{11}\mathbf e_0-Y_{10}\mathbf e_{+1}}{\sqrt2}=\frac\kappa{\sqrt2}\,\mathbf n\times(\mathbf e_0\times\mathbf e_{+1})=-\frac{i\kappa}{\sqrt2}\,\mathbf n\times\mathbf e_{+1},$$

using the triple-product rule and $\hat{\mathbf z}\times\mathbf e_{+1}=-i\mathbf e_{+1}$. Hence $\mathbf LY_{11}=\sqrt2\hbar\,\mathbf Y_{111}$.

## 6. Why only three terms occur, with coefficients independent of $M$

An operator triple $V_i$ on scalar functions is a vector operator if $[L_k,V_i]=i\hbar\,\epsilon_{kil}V_l$. With $L_k=-i\hbar\,\epsilon_{kab}x_a\partial_b$,

$$[L_k,x_i]=-i\hbar\,\epsilon_{kai}x_a=i\hbar\,\epsilon_{kia}x_a,\qquad[L_k,\partial_i]=-i\hbar\,\epsilon_{kab}[x_a,\partial_i]\partial_b=i\hbar\,\epsilon_{kib}\partial_b,$$

where $[x_a,\partial_i]=-\delta_{ai}$. The operator $L_k$ commutes with any $f(r)$, since $\epsilon_{kab}x_ax_bf'/r=0$, so $\mathbf n$ and $r\nabla$ are vector operators too. For $\mathbf L$ the condition is its own commutation rule. Then

$$\left[J_k(\mathbf V\psi)\right]_i=L_kV_i\psi-i\hbar\,\epsilon_{kij}V_j\psi=V_iL_k\psi+i\hbar\,\epsilon_{kil}V_l\psi-i\hbar\,\epsilon_{kij}V_j\psi=V_iL_k\psi ,$$

that is, $J_k(\mathbf V\psi)=\mathbf V(L_k\psi)$. Applied once and twice, this shows that $\mathbf VY_{JM}$ has $J_z=M\hbar$ and $J^2=\hbar^2J(J+1)$. In the complete basis only the fields with these labels can appear:

$$\mathbf VY_{JM}=\sum_{L=|J-1|}^{J+1}b_L(M)\,\mathbf Y_{JLM}.$$

Now apply $J_-$. The left side becomes $\mathbf VL_-Y_{JM}$, which is $\mathbf VY_{J,M-1}$ times the ladder factor, and each term on the right acquires the same factor. So $b_L(M-1)=b_L(M)$, and the case $M=J$ determines everything.

Parity cuts the sum further. The components of $\mathbf nY_{JM}$ and $r\nabla Y_{JM}$ have parity $(-1)^{J+1}$, because $\mathbf n$ and $\nabla$ are odd, and so they use $L=J\pm1$ only. The components of $\mathbf LY_{JM}$ have parity $(-1)^J$ and use $L=J$ only. None of the three fields needs all three values of $L$.

*Where the argument fails.* A fixed vector commutes with $L_k$ and the cancellation is lost: $J_x(\hat{\mathbf z}\psi)=\hat{\mathbf z}L_x\psi+i\hbar\,\hat{\mathbf x}\times\hat{\mathbf z}\,\psi=\hat{\mathbf z}L_x\psi-i\hbar\,\hat{\mathbf y}\psi$. The field $\hat{\mathbf z}Y_{00}$ is $\mathbf Y_{100}$ and has $J=1$, although $Y_{00}$ has $J=0$.

## 7. Geometry and norms

$Y_{JM}$ does not depend on $r$, so $\mathbf n\cdot r\nabla Y_{JM}=DY_{JM}=0$: the field $r\nabla Y_{JM}$ is tangent to the sphere, independent of $r$, and orthogonal to $\mathbf nY_{JM}$ at each point. Write $\mathbf G=r\nabla Y_{JM}$. Then $\mathbf LY_{JM}=-i\hbar\,\mathbf n\times\mathbf G$ is tangent as well, and

$$\mathbf n\times\mathbf LY_{JM}=-i\hbar\left[\mathbf n(\mathbf n\cdot\mathbf G)-\mathbf G\right]=i\hbar\,r\nabla Y_{JM}.\tag{6}$$

The two tangent fields differ by a quarter turn about $\mathbf n$ and a factor. Since $|\mathbf n\times\mathbf G|^2=|\mathbf G|^2-|\mathbf n\cdot\mathbf G|^2=|\mathbf G|^2$, they have equal length up to $\hbar$, and Hermiticity of $L_k$ gives $\int|\mathbf LY_{JM}|^2d\Omega=\int Y_{JM}^*L^2Y_{JM}\,d\Omega$. So

$$\int|\mathbf nY_{JM}|^2d\Omega=1,\qquad\int|r\nabla Y_{JM}|^2d\Omega=\frac1{\hbar^2}\int|\mathbf LY_{JM}|^2d\Omega=J(J+1).\tag{7}$$

The two tangent fields are orthogonal after integration over the sphere, since they have different $L$.

## 8. The field $\mathbf LY_{JM}$

For $J\ge1$, section 6 gives $\mathbf LY_{JM}=\gamma\,\mathbf Y_{JJM}$. The same conclusion follows from $[L^2,L_k]=0$, which says that each component $L_kY_{JM}$ keeps $L=J$. Take the $z$ component at $M=J$, noting $\hat{\mathbf z}\cdot\mathbf e_{\pm1}=0$. The left side is $\hbar JY_{JJ}$ and the right side is $\gamma a_0Y_{JJ}$ with $a_0$ from (4), so $\gamma=\hbar J\sqrt{(J+1)/J}=\hbar\sqrt{J(J+1)}$. The magnitude agrees with (7), and $J=1$ returns the $\sqrt2\hbar$ of section 5.

The field $\mathbf LY_{JM}$ is now known to be $\hbar\sqrt{J(J+1)}\,\mathbf Y_{JJM}$ for $J\ge1$, while $\mathbf nY_{JM}$ and $r\nabla Y_{JM}$ contain only $L=J\pm1$, with coefficients independent of $M$. It remains to find those coefficients and to apply them to the gradient and kinetic energy of a state $R(r)Y_{JM}$.
